\section*{Dipolar resonance width of a dilute random sheet of spins}

\section*{Problem}

Unpaired electron spins $1/2$ sit at random places in a plane, with areal density $n$. A large static magnetic field points along the normal of the plane, and the magnetic resonance of the spins is recorded. The spins do not move, all have the same $g$ factor, are unpolarised, and act on each other through the dipolar interaction alone.

\begin{enumerate}
\item Neglect mutual spin flips. Find how the full width at half maximum $W$ of the line depends on $n$, including the prefactor.
\item Decide whether the power of $n$ survives when mutual flips are restored, and whether it also holds for the root-mean-square width.
\item Evaluate the width for dangling bonds at an oxidised Si(111) face with $n=5\times10^{12}\ \mathrm{cm^{-2}}$ and $g=2$, and for half and twice that density. Estimate what exchange, a residual linewidth, the site lattice and the polarisation at 300 K do to the answer.
\end{enumerate}

Widths are expressed as magnetic fields. The peak-to-peak width is the distance between the two extrema of the derivative of the absorption line.

\section*{Solution}

\subsection*{The field of one neighbour}

In a large field only the part of the dipolar coupling that conserves the total spin along the field shifts the line to leading order. For two spins a distance $r$ apart, with the field normal to the line joining them, it is
\begin{equation}
H_{12}=g\mu_B\,\frac{2K}{r^3}\left[S_{1z}S_{2z}-\tfrac14\left(S_1^+S_2^-+S_1^-S_2^+\right)\right],
\qquad K=\frac{\mu_0 g\mu_B}{8\pi}.
\label{eq:pair}
\end{equation}
The second term is the mutual flip, or flip-flop. It is dropped in part 1, which is justified when neighbouring spins are detuned from each other by much more than their coupling. Spin 2 then has a fixed $S_{2z}=\pm1/2$, and comparison with the Zeeman energy $g\mu_B B S_{1z}$ shows that it adds to spin 1 the field
\begin{equation}
b=\pm\frac{K}{r^3}.
\end{equation}
Both signs are equally likely because the spins are unpolarised.

\subsection*{Average over the random sheet}

The distribution $F(b)$ of the total local field is the line shape. Its transform is $\Phi(k)=\langle e^{ikb}\rangle$. Put $N$ independent neighbours in an area $A$, with $N/A=n$. The average over the sign turns each exponential into a cosine, and independence turns the average of the product into a product:
\begin{equation}
\Phi(k)=\left[1-\frac1A\int_A d^2r\left(1-\cos\frac{kK}{r^3}\right)\right]^N
\longrightarrow
\exp\left[-n\int d^2r\left(1-\cos\frac{kK}{r^3}\right)\right]
\end{equation}
as $A\to\infty$ at fixed $n$. The integral converges: at large $r$ the bracket falls as $r^{-6}$, and at small $r$ it is bounded.

Write $\kappa=K|k|$ and $u=\kappa/r^3$, so that $r^2=\kappa^{2/3}u^{-2/3}$. Since $r\,dr=\tfrac12 d(r^2)$, and $u$ runs downwards as $r$ runs upwards,
\begin{equation}
\int d^2r\left(1-\cos\frac{\kappa}{r^3}\right)
=\pi\int d(r^2)\,(1-\cos u)
=\frac{2\pi}{3}\kappa^{2/3}\int_0^\infty(1-\cos u)\,u^{-5/3}du .
\end{equation}
Integrate by parts with $u^{-5/3}=-\tfrac32\,d(u^{-2/3})/du$. The boundary term vanishes as $u^{4/3}$ at zero and as $u^{-2/3}$ at infinity, which leaves
\begin{equation}
\int_0^\infty(1-\cos u)\,u^{-5/3}du=\frac32\int_0^\infty u^{-2/3}\sin u\,du .
\end{equation}
For $0<s<1$, turning the contour onto the positive imaginary axis, $u=iv$, gives
\begin{equation}
\int_0^\infty u^{s-1}e^{iu}du=e^{i\pi s/2}\int_0^\infty v^{s-1}e^{-v}dv=e^{i\pi s/2}\,\Gamma(s).
\label{eq:gamma}
\end{equation}
Its imaginary part at $s=1/3$ is $\Gamma(1/3)\sin(\pi/6)=\tfrac12\Gamma(1/3)$. Collecting the factors, $\frac{2\pi}{3}\cdot\frac32\cdot\frac12=\frac{\pi}{2}$, so
\begin{equation}
\Phi(k)=\exp\left[-Cn(K|k|)^{2/3}\right],\qquad C=\frac{\pi}{2}\Gamma\!\left(\tfrac13\right)=4.208 .
\end{equation}
Direct quadrature of the original integral gives the same $C$ to the five decimals printed.

\subsection*{The width}

Define a field $D$ by $(D|k|)^{2/3}=Cn(K|k|)^{2/3}$. Raising both sides to the power $3/2$ gives
\begin{equation}
D=(Cn)^{3/2}K .
\end{equation}
The inverse transform, with $x=b/D$ and $Dk=s^3$, is
\begin{equation}
F(b)=\frac1\pi\int_0^\infty dk\,\cos(kb)\,e^{-(Dk)^{2/3}}=\frac{f(x)}{D},
\qquad
f(x)=\frac3\pi\int_0^\infty ds\,s^2e^{-s^2}\cos(xs^3).
\end{equation}
The function $f$ contains no parameter. Density therefore stretches the line without changing its shape, and every finite width is a fixed number times $D$. Solving $f(x)=f(0)/2$ numerically gives a full width of $1.012$, and solving $f''(x)=0$ gives a peak-to-peak width of $0.390$. With $C^{3/2}=8.632$,
\begin{equation}
W=1.012\,C^{3/2}Kn^{3/2}=8.74\,Kn^{3/2},\qquad
W_{\rm pp}=0.390\,C^{3/2}Kn^{3/2}=3.37\,Kn^{3/2}.
\label{eq:result}
\end{equation}

A crude argument gives the same size. The chance of finding no neighbour within $r$ is $e^{-\pi nr^2}$, so the mean distance to the nearest one is $\int_0^\infty e^{-\pi nr^2}dr=1/(2\sqrt n)$. A spin at that distance produces the field $8Kn^{3/2}$.

If the field is tilted by $\tau$ from the normal, $K$ is multiplied by $1-3\sin^2\tau\cos^2\varphi$, where $\varphi$ is the azimuth of the neighbour. Because the radial integral goes as $K^{2/3}$, $D$ acquires the factor $\langle|1-3\sin^2\tau\cos^2\varphi|^{2/3}\rangle_\varphi^{3/2}$. This is $0.938$ for a field in the plane. The direction changes the prefactor and leaves the exponent alone.

\subsection*{Mutual flips}

Restore the second term of (\ref{eq:pair}) and measure lengths in units of $n^{-1/2}$, so that $\mathbf r=\mathbf x\,n^{-1/2}$. The points $\mathbf x$ form a random sheet of unit density, and each coupling becomes $2K/r^3=n^{3/2}\,2K/x^3$. The whole Hamiltonian in the rotating frame is thus $n^{3/2}$ times one that does not contain $n$. The free decay
\begin{equation}
G(t)=\frac{\mathrm{Tr}\,[S_x(t)S_x]}{\mathrm{Tr}\,S_x^2}
\end{equation}
depends on density through the product $n^{3/2}t$, and the full width keeps the exponent $3/2$. This argument needs no solution of the many-spin problem, but it does need the dipolar coupling to be the only term and $n^{-1/2}$ the only length.

The prefactor does change. Since $S_1^+S_2^-+S_1^-S_2^+=2(S_{1x}S_{2x}+S_{1y}S_{2y})$, the bracket in (\ref{eq:pair}) equals
\begin{equation}
S_{1z}S_{2z}-\tfrac12(S_{1x}S_{2x}+S_{1y}S_{2y})
=\tfrac32S_{1z}S_{2z}-\tfrac12\,\mathbf S_1\cdot\mathbf S_2 .
\end{equation}
The scalar product commutes with the total $S_x$. Expanding $G(t)$ to second order in $t$ gives the second moment of the line,
\begin{equation}
M_2=-\frac{\mathrm{Tr}\,[H,S_x]^2}{\hbar^2\,\mathrm{Tr}\,S_x^2},
\end{equation}
in which the scalar products drop out for any number of spins. What remains is the flip-free commutator times $3/2$, so $M_2$ is larger by $9/4$ for any given arrangement. Isotropic exchange $J\,\mathbf S_1\cdot\mathbf S_2$ drops out of $M_2$ in the same way. Diagonalization of a random seven-spin cluster with exchange present gives the ratio $2.250000$.

For one isolated pair the scalar product also commutes with $S_{1z}S_{2z}$, so it has no effect on the decay, and the splitting is $3/2$ times the flip-free one. In a sheet each spin belongs to many pairs whose terms do not commute, so this factor need not apply to the full width. Averaged over 250 random seven-spin arrangements, flips speed up the decay of $G$ to one half by a factor of $1.43$, with a sampling standard deviation of about $0.05$. Larger samples give $1.35\pm0.03$ for seven spins and $1.30$ to $1.38$ for four to eight spins. This need not be the factor by which the full width changes, because flips can also alter the shape of the line.

\subsection*{Why the rms width behaves differently}

A field much larger than $D$ comes from one very close neighbour. The chance of a neighbour within $r=(K/B)^{1/3}$ gives
\begin{equation}
P(|b|>B)\simeq\pi n\left(\frac KB\right)^{2/3},\qquad B\gg D .
\end{equation}
The wings of $F$ therefore fall as $|b|^{-5/3}$, and the integral of $b^2F$ diverges. A closest distance $r_0$ makes it finite:
\begin{equation}
\langle b^2\rangle=n\int_{r_0}^\infty2\pi r\,dr\,\frac{K^2}{r^6}=\frac{\pi nK^2}{2r_0^4}.
\end{equation}
At fixed $r_0$ the rms width grows as $n^{1/2}$. It measures the rare close pairs, whereas the full width measures the core of the line. The $3/2$ law is a statement about the core.

\subsection*{Numbers for the silicon face}

Here $K=0.9274\ \mathrm{mT\,nm^3}$ and $n=0.05\ \mathrm{nm^{-2}}$, so
\begin{align}
Kn^{3/2}&=0.9274\times0.01118=0.01037\ \mathrm{mT},\\
D&=8.632\times0.01037=0.0895\ \mathrm{mT},\\
W&=1.012\times0.0895=0.091\ \mathrm{mT}\quad(0.91\ \mathrm G),\\
W_{\rm pp}&=0.390\times0.0895=0.035\ \mathrm{mT}\quad(0.35\ \mathrm G).
\end{align}
The table also lists the peak-to-peak width after a residual Gaussian width of $0.1$ mT, treated below, has been included. All three widths neglect flips.

\begin{center}
\begin{tabular}{cccc}
\hline
$n$ ($10^{12}$ cm$^{-2}$) & $W$ (mT) & $W_{\rm pp}$ (mT) & $W_{\rm pp}$ with residual (mT)\\
\hline
2.5 & 0.032 & 0.012 & 0.114\\
5 & 0.091 & 0.035 & 0.131\\
10 & 0.256 & 0.099 & 0.176\\
\hline
\end{tabular}
\end{center}

Each doubling of density multiplies the two dipolar widths by $2^{3/2}=2.83$. The last column grows far more slowly.

\subsection*{The site lattice}

Dangling bonds occupy sites of the silicon surface, not arbitrary points. The sites are $0.384$ nm apart, and at $5\times10^{12}\ \mathrm{cm^{-2}}$ a fraction $0.0064$ of them is filled. The law was tested by filling these sites at random within 20 nm of a central spin, 120\,000 times at each density, and adding the fields without flips. The median of $|b|$ came out at $0.980$, $0.981$ and $0.953$ of the predicted value for the three densities in rising order. Between the lowest and the highest density its exponent is $1.48$. At the predicted half-height point the sampled line stands at $0.509$ of its central height.

All three medians lie low. A lattice forbids the closest pairs and so removes the largest fields, which acts in this direction. The sampling noise is about 0.7 per cent, and the sampling lets a site be drawn more than once, which deepens the deficits. For singly occupied sites with filled fraction $c$ the transform is $\prod_i[1-c(1-\cos kb_i)]$. It lowers the median by 0.6, 1.2 and 2.3 per cent at the three densities, whereas it raises the full width $W$ by less than 0.5 per cent. The law must fail when the filled fraction is no longer small, because the site distance then competes with $n^{-1/2}$.

The same samples show the contrast with the rms width. It is $3.3$ mT at the middle density, some 37 times the full width, and its sampled exponent is $0.49$. The continuum formula for $\langle b^2\rangle$ reproduces this value with $r_0=0.28$ nm. With $r_0$ equal to the site distance it gives only $1.8$ mT, because the lattice puts a whole shell of six sites at that distance.

\subsection*{A residual width}

Unresolved hyperfine structure and strain broaden the line even when the spins are far apart. Let this part be Gaussian with standard deviation $\sigma$. The extrema of the derivative of a Gaussian lie at $b=\pm\sigma$, so its peak-to-peak width is $2\sigma$. If the two broadenings are independent and flips are neglected, their fields add and their transforms multiply:
\begin{equation}
\Phi(k)=\exp\left[-(D|k|)^{2/3}-\tfrac12\sigma^2k^2\right].
\end{equation}
When $D\ll\sigma$, expand in $\lambda=(D/\sigma)^{2/3}$. The line is $F_0+\lambda F_1$, where $F_0$ is the Gaussian and $F_1$ does not depend on $n$. The extremum of the derivative moves from $\sigma$ to $\sigma+\delta$, with
\begin{equation}
0=F_0'''(\sigma)\,\delta+\lambda F_1''(\sigma)
\quad\Longrightarrow\quad
\delta=-\lambda\,\frac{F_1''(\sigma)}{F_0'''(\sigma)}\propto D^{2/3}\propto n .
\end{equation}
The excess over the residual width is then linear in density. Numerically its exponent between $10^{10}$ and $2\times10^{10}\ \mathrm{cm^{-2}}$ is $1.001$.

The table lies between the two limits. Subtracting $0.1$ mT from its last column leaves $0.014$, $0.031$ and $0.076$ mT, which grow by factors of about $2.2$ and $2.5$ per doubling, between the linear value $2$ and the dipolar value $2.83$. The total width itself has an average exponent of $0.31$ over this range. A density obtained by subtracting the residual width and applying (\ref{eq:result}) would be about 8 per cent too high in the first row, 8 per cent too low in the second and 16 per cent too low in the third. Fitting the product of transforms avoids this error, as long as flips can be neglected.

\subsection*{Exchange and polarisation}

Exchange between dangling bonds brings in a second length, the range of the wave function, so the scaling argument no longer applies. As a rough assumption take $J=(1\ \mathrm{eV})\,e^{-2r/L}$. The seven-spin clusters then give the following half-decay rates, relative to the flip-free rate at the same density. The same 250 arrangements, rescaled, serve at both densities.

\begin{center}
\begin{tabular}{cccc}
\hline
$L$ (nm) & factor at $n/4$ & factor at $n$ & exponent from $n/4$ to $n$\\
\hline
0.3 & 1.43 & 1.23 & 1.39\\
0.6 & 1.14 & 1.24 & 1.56\\
\hline
\end{tabular}
\end{center}

Here $n=5\times10^{12}\ \mathrm{cm^{-2}}$. For $L=0.3$ nm the factor at the lower density equals that without exchange, to the digits given. With 250 arrangements the factors have standard deviations of $0.05$ to $0.08$ and the exponents of $0.03$ to $0.05$. A fresh set of 700 arrangements gives factors $1.34$ and $1.26$ for $L=0.3$ nm and $1.27$ and $1.18$ for $L=0.6$ nm, with exponents $1.46$ and $1.45$, so the table does not establish how the exponent depends on $L$. Clusters this small show that exchange can matter, but they settle neither the size nor the sign of its effect in a large sheet. They, and the absence of exchange from $M_2$, also rest on the infinite-temperature trace, which needs $J\ll k_BT$. At 300 K the assumed $J$ exceeds $k_BT$ within $0.55$ nm for $L=0.3$ nm and within $1.1$ nm for $L=0.6$ nm, that is for about 5 and 17 per cent of the spins at density $n$. If $J$ is antiferromagnetic, such pairs go largely into the silent singlet state, and most of the rms width found on the lattice, which comes from them, is lost.

With polarisation $P$ the two signs of $b$ have unequal weights, and the average of $e^{ikb}$ for one neighbour is $\cos(kK/r^3)\pm iP\sin(kK/r^3)$. The steps used for the cosine now lead to the real part of (\ref{eq:gamma}), so the imaginary part of $\ln\Phi$ is $P\cot(\pi/6)=\sqrt3P$ times the real part in magnitude. At 300 K and 9.4 GHz, $P=7.5\times10^{-4}$ and the ratio is $1.3\times10^{-3}$, which is negligible. Cooling raises $P$ and makes the line shifted and asymmetric.

\subsection*{The model beside the real interface}

The chosen density is a rough typical value for a thermally oxidised Si(111) face whose dangling bonds have been freed of hydrogen. The normal is a natural field direction there, because the bonds point along it, so that the field lies along the symmetry axis of every one of them. The residual width of $0.1$ mT is a round assumption of realistic order. Without flips, it moves the peak-to-peak width from $0.035$ to $0.131$ mT. This spread is too small to suppress flips at the chosen density: two spins are detuned by $\sqrt2\times0.05=0.07$ mT rms, while at the mean neighbour distance the flip term has the matrix element $K/2r^3=4Kn^{3/2}=0.04$ mT and splits the two antiparallel states by twice that, $0.08$ mT. The two are comparable for such a pair, and in seven-spin clusters this detuning leaves the effect of flips unchanged within the sampling noise. In the seven-spin clusters, flips alone raise the half-decay rate by some tens of per cent, and exchange can alter that figure. Their effect on the full width is not calculated here, so a density inferred from (\ref{eq:result}) carries an undetermined correction to the prefactor when flips are active. On a hydrogen-passivated face with, say, $5\times10^{10}\ \mathrm{cm^{-2}}$, the dipolar full width is a thousand times smaller than at the density used here, and the residual width hides it. Clustering of the defects would bring in yet another length, and the $3/2$ law would then hold only if the pattern kept its form as the density changed.

The computed values are collected in the numerical output below.

\section*{Computed values}
\begin{verbatim}
C from formula, from quadrature: 4.20807, 4.20807
C^(3/2): 8.6322
unit line: FWHM 1.0121, peak-to-peak 0.3900
unit line: median of |field| 1.1103
FWHM/(K n^1.5): 8.7371
peak-to-peak/(K n^1.5): 3.3665
input density: 5.00e+12 cm^-2, g = 2.0
K: 0.9274 mT nm^3
K n^1.5: 0.01037 mT
scale D: 0.08950 mT
mean nearest-neighbour distance: 2.236 nm
n = 2.50e+12 cm^-2: FWHM 0.0320 mT, peak-to-peak 0.0123 mT
n = 5.00e+12 cm^-2: FWHM 0.0906 mT, peak-to-peak 0.0349 mT
n = 1.00e+13 cm^-2: FWHM 0.2562 mT, peak-to-peak 0.0987 mT
main results in gauss: FWHM 0.906 G, peak-to-peak 0.349 G
Si(111) site distance: 0.3840 nm
Si(111) site density: 7.830e+14 cm^-2
filled fraction of sites: 0.00639
sampled/predicted median field at the three densities: 0.980, 0.981, 0.953
sampled density exponent of median field: 1.480
sampled height at predicted half-height point: 0.509
in-plane field factor, predicted and sampled: 0.9377, 0.9458
rms field on lattice, formula and sampled: 3.304, 3.325 mT
sampled density exponent of rms field: 0.489
second moment, like spins over quenched: 2.250000
seven-spin quenched half-decay time, found/expected: 1.012
decay-rate factor from flip-flops (7 spins): 1.43
exchange 1 eV exp(-2r/L), L = 0.3 nm: rate factor 1.23 at n, 1.43 at n/4, exponent 1.39
exchange 1 eV exp(-2r/L), L = 0.6 nm: rate factor 1.24 at n, 1.14 at n/4, exponent 1.56
assumed residual peak-to-peak width: 0.100 mT
total peak-to-peak at 2.50e+12 cm^-2: 0.1139 mT
total peak-to-peak at 5.00e+12 cm^-2: 0.1308 mT
total peak-to-peak at 1.00e+13 cm^-2: 0.1758 mT
density exponent of total width, n/2 to 2n: 0.313
exponent of excess width, 1e10 to 2e10 cm^-2: 1.001
imaginary/real ratio per unit polarisation: 1.73205
polarisation at 300 K and 9.4 GHz: 7.52e-04
imaginary/real ratio at that polarisation: 1.30e-03
\end{verbatim}
